**Charge quantization and the lowest angular momentum around a monopole**

For a scalar charge e near a fixed monopole of strength g, in Heaviside-Lorentz units with ħ = c = 1, nonzero states require eg = 2πn with integer n, and the lowest angular momentum is j = |eg|/(4π) = |n|/2. Here q = eg/(4π), and the conserved angular momentum L is r × (−i∇ − eA) minus q times the radial unit vector. The program asserts that both patch potentials give the monopole field, that their loop integrals match the cap fluxes, and that the patch phase closes for n = 3 but not for n = 1.5. By symbolic differentiation, evaluated numerically at a generic point, it asserts the commutators of L, its conservation and the closed-form lowest states for n = 3. By quadrature it asserts the field angular momentum and the integral identity behind the lower bound. A finite-difference diagonalization for n = −2, 0, 1, 2 and 3 asserts the lowest j, its |n| + 1 states and the next level. The output shows j = 1.50000 with four states for n = 3, and a smallest nonzero monopole strength of 20.74877, or 4.135668 × 10⁻¹⁵ Wb.

## Verification by program

```python
# Result under test: a scalar charge e near a monopole g (hbar=c=1,
# Heaviside-Lorentz) needs e*g = 2*pi*n, and its lowest total angular
# momentum is j = |e*g|/(4*pi) = |n|/2, with 2j+1 states.
# q = e*g/(4*pi); B = g*r_vec/(4*pi*r^3); kinetic momentum = -i grad - e*A;
# Lambda = r_vec x kinetic momentum; L = Lambda - q*r_vec/r.
# k = azimuthal integer in the north patch; m = k - q = eigenvalue of L_z.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

X = sp.symbols("x y z", real=True)
x, y, z = X
r = sp.sqrt(x**2 + y**2 + z**2)
POINT = (0.37, -0.52, 0.61)


def potential(patch, g):
    """Cartesian vector potential; patch is 'N' or 'S'."""
    if patch == "N":
        c = g / (4 * sp.pi * r * (r + z))
    else:
        c = -g / (4 * sp.pi * r * (r - z))
    return [-y * c, x * c, sp.Integer(0)]


def value(expr, point=POINT):
    return complex(sp.lambdify(X, expr, "numpy", cse=True)(*point))


def close(a, b, tol=1e-9):
    return abs(a - b) <= tol * (1 + abs(a) + abs(b))


# Charge and monopole strength of the worked example
alpha = const.fine_structure
e = np.sqrt(4 * np.pi * alpha)
n_example = 3
g_unit = 2 * np.pi / e
g = n_example * g_unit

# Both potentials give the monopole field
for patch in "NS":
    A = potential(patch, sp.Float(g))
    for point in (POINT, (-0.8, 0.3, -0.45)):
        dist = np.linalg.norm(point)
        for i in range(3):
            j, k = (i + 1) % 3, (i + 2) % 3
            curl = value(sp.diff(A[k], X[j]) - sp.diff(A[j], X[k]), point)
            assert close(curl, g * point[i] / (4 * np.pi * dist**3))

# Loop integrals on the unit sphere, and cap flux from B
theta0 = np.pi / 3
phis = 2 * np.pi * (np.arange(64) + 0.5) / 64


def loop_integral(patch, strength):
    A = sp.lambdify(X, potential(patch, sp.Float(strength))[:2], "numpy")
    s, c = np.sin(theta0), np.cos(theta0)
    ax, ay = A(s * np.cos(phis), s * np.sin(phis), c)
    tangent = -ax * np.sin(phis) + ay * np.cos(phis)
    return float(np.mean(tangent) * 2 * np.pi * s)


loop_N, loop_S = loop_integral("N", g), loop_integral("S", g)
A_phi_N = loop_N / (2 * np.pi * np.sin(theta0))
A_phi_S = loop_S / (2 * np.pi * np.sin(theta0))
cap_N = quad(lambda t: g / 2 * np.sin(t), 0, theta0)[0]
cap_S = quad(lambda t: g / 2 * np.sin(t), theta0, np.pi)[0]
assert close(loop_N, cap_N) and close(loop_S, -cap_S)
patch_phase = e * (loop_N - loop_S)
assert abs(np.exp(1j * patch_phase) - 1) < 1e-9
g_bad = 1.5 * g_unit
bad_phase = e * (loop_integral("N", g_bad) - loop_integral("S", g_bad))
mismatch = abs(np.exp(1j * bad_phase) - 1)
assert mismatch > 0.1


def operators(patch, q):
    eA = potential(patch, 4 * sp.pi * q)

    def kin(i, f):
        return -sp.I * sp.diff(f, X[i]) - eA[i] * f

    def lam(i, f):
        j, k = (i + 1) % 3, (i + 2) % 3
        return X[j] * kin(k, f) - X[k] * kin(j, f)

    def ang(i, f):
        return lam(i, f) - q * X[i] / r * f

    return kin, lam, ang


# Local operator identities at a generic q
q_gen = sp.Rational(7, 10)
trial = x + 2 * y * z + z**2 + 1
for patch in "NS":
    kin, lam, ang = operators(patch, q_gen)
    Lf = [ang(i, trial) for i in range(3)]
    Lamf = [lam(i, trial) for i in range(3)]
    kin2_f = sum(kin(i, kin(i, trial)) for i in range(3))
    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        comm = value(ang(i, Lf[j])) - value(ang(j, Lf[i]))
        assert close(comm, 1j * value(Lf[k]))
        bare = value(lam(i, Lamf[j])) - value(lam(j, Lamf[i]))
        assert abs(bare - 1j * value(Lamf[k])) > 1e-3
        kcomm = (value(kin(i, kin(j, trial)))
                 - value(kin(j, kin(i, trial))))
        field = float(q_gen) * POINT[k] / np.linalg.norm(POINT)**3
        assert close(kcomm, 1j * field * value(trial))
        left = value(ang(i, kin2_f))
        right = sum(value(kin(a, kin(a, Lf[i]))) for a in range(3))
        assert close(left, right)
    L2 = sum(value(ang(i, Lf[i])) for i in range(3))
    Lam2 = sum(value(lam(i, Lamf[i])) for i in range(3))
    assert close(L2, Lam2 + float(q_gen)**2 * value(trial))
    shift = -q_gen if patch == "N" else q_gen
    rotation = -sp.I * (x * sp.diff(trial, y) - y * sp.diff(trial, x))
    assert close(value(Lf[2]), value(rotation + shift * trial))

# Closed-form lowest states for the example, in both patches
q_ex = sp.Rational(n_example, 2)
rho = sp.sqrt(x**2 + y**2)
for k in range(n_example + 1):
    psi_N = (x + sp.I * y)**k * (r + z)**(q_ex - k) / (2 * r)**q_ex
    psi_S = psi_N * ((x - sp.I * y) / rho)**n_example
    for patch, psi in (("N", psi_N), ("S", psi_S)):
        kin, lam, ang = operators(patch, q_ex)
        L2 = sum(value(ang(i, ang(i, psi))) for i in range(3))
        assert close(L2, float(q_ex * (q_ex + 1)) * value(psi))
        assert close(value(ang(2, psi)), float(k - q_ex) * value(psi))


# Angular momentum of the crossed fields; charge at distance 1 on +z
def field_density(s, mu):
    pos = np.array([s * np.sqrt(1 - mu**2), 0.0, s * mu])
    rel = pos - np.array([0.0, 0.0, 1.0])
    E = e * rel / (4 * np.pi * np.linalg.norm(rel)**3)
    B = g * pos / (4 * np.pi * s**3)
    return 2 * np.pi * s**2 * np.cross(pos, np.cross(E, B))[2]


field_J = 0.0
for mu, weight in zip(*np.polynomial.legendre.leggauss(10)):
    inner = quad(field_density, 0, 1, args=(mu,))[0]
    outer = quad(field_density, 1, np.inf, args=(mu,))[0]
    field_J += weight * (inner + outer)
assert close(field_J, -e * g / (4 * np.pi), 1e-6)


# Integral identity behind the lower bound, on non-ground trial functions
def identity_sides(n, k):
    q = n / 2
    m = k - q
    a, b = abs(k), abs(k - n)

    def f(t):
        shape = np.sin(t / 2)**a * np.cos(t / 2)**b
        return shape * (1 + 0.3 * np.cos(t))

    def df(t):
        s, c = np.sin(t / 2), np.cos(t / 2)
        log_slope = a * c / (2 * s) - b * s / (2 * c)
        return f(t) * log_slope - 0.3 * np.sin(t) * s**a * c**b

    def W(t):
        return (m + q * np.cos(t)) / np.sin(t)

    def integral(h):
        return quad(lambda t: np.sin(t) * h(t), 0, np.pi)[0]

    left = integral(lambda t: df(t)**2 + (W(t) * f(t))**2)
    square = integral(lambda t: (df(t) - np.sign(q) * W(t) * f(t))**2)
    norm = integral(lambda t: f(t)**2)
    return left / norm, square / norm, abs(q)


for n, k in ((3, 2), (3, -1), (3, 0), (-2, -1), (-2, 1), (1, 3)):
    left, square, bound = identity_sides(n, k)
    assert close(left, square + bound, 1e-7)
trial_left, trial_square, trial_bound = identity_sides(3, 2)

# Diagonalization of Lambda^2 on a polar-angle grid
N_GRID = 1200
h = np.pi / N_GRID
theta = (np.arange(N_GRID) + 0.5) * h
sin_t = np.sin(theta)
edge = np.sin(np.arange(N_GRID + 1) * h)
edge[0] = edge[-1] = 0.0


def spectrum(n):
    strength = n * g_unit
    A_phi = strength * (1 - np.cos(theta)) / (4 * np.pi * sin_t)
    levels = []
    for k in range(-abs(n) - 3, abs(n) + 4):
        diag = (edge[:-1] + edge[1:]) / (h**2 * sin_t)
        diag = diag + (k / sin_t - e * A_phi)**2
        off = -edge[1:-1] / (h**2 * np.sqrt(sin_t[:-1] * sin_t[1:]))
        vals, vecs = eigh_tridiagonal(diag, off, select="i",
                                      select_range=(0, 1))
        levels += [(vals[0], k, vecs[:, 0]), (vals[1], k, vecs[:, 1])]
    return sorted(levels, key=lambda item: item[0])


def j_from(L2):
    return -0.5 + np.sqrt(0.25 + L2)


table = []
for n in (-2, 0, 1, 2, 3):
    levels = spectrum(n)
    q = n / 2
    lam2 = np.array([item[0] for item in levels])
    j_all = j_from(lam2 + q**2)
    j_low = j_all[0]
    count = int(np.sum(abs(j_all - j_low) < 0.01))
    j_next = j_all[count]
    count_next = int(np.sum(abs(j_all - j_next) < 0.01))
    # grid error is of order h^2, far below 1e-3
    assert abs(j_low - abs(e * n * g_unit) / (4 * np.pi)) < 1e-3
    assert count == abs(n) + 1
    assert abs(j_next - j_low - 1) < 1e-3 and count_next == abs(n) + 3
    for _, k, vec in levels[:count]:
        shape = (np.sin(theta / 2)**abs(k)
                 * np.cos(theta / 2)**abs(k - n) * np.sqrt(sin_t))
        overlap = abs(vec @ shape) / np.linalg.norm(shape)
        assert overlap > 1 - 1e-5
    k_values = sorted(item[1] for item in levels[:count])
    table.append((n, lam2[0], lam2[0] + q**2, j_low, count, j_next,
                  count_next, k_values))

# Conversion of the smallest monopole strength to SI flux
g_unit_Wb = g_unit * np.sqrt(const.hbar * const.c * const.mu_0)
assert abs(g_unit_Wb * const.e / const.h - 1) < 1e-7

print("Natural Heaviside-Lorentz units: all values dimensionless")
print("unless a unit is shown; potentials are at radius 1")
print(f"fine-structure constant        = {alpha:.8f}")
print(f"elementary charge e            = {e:.6f}")
print(f"smallest nonzero g (n=1)       = {g_unit:.5f}")
print(f"smallest nonzero g in SI       = {g_unit_Wb:.6e} Wb")
print(f"example n                      = {n_example}")
print(f"example g                      = {g:.5f}")
print(f"example e*g                    = {e*g:.6f}")
print(f"example q = e*g/(4 pi)         = {e*g/(4*np.pi):.6f}")
print(f"polar angle of loop            = {np.degrees(theta0):.1f} deg")
print(f"A_phi north patch              = {A_phi_N:.5f}")
print(f"A_phi south patch              = {A_phi_S:.5f}")
print(f"loop integral north            = {loop_N:.5f}")
print(f"loop integral south            = {loop_S:.5f}")
print(f"loop difference                = {loop_N-loop_S:.5f}")
print(f"patch phase / (2 pi)           = {patch_phase/(2*np.pi):.6f}")
print(f"n=1.5: patch phase / (2 pi)    = {bad_phase/(2*np.pi):.6f}")
print(f"n=1.5: |exp(i phase) - 1|      = {mismatch:.6f}")
print(f"field ang. mom. along r (hbar) = {field_J:.6f}")
print("Trial function n=3, k=2, factor 1+0.3 cos(theta):")
print(f"  mean Lambda^2 (hbar^2)       = {trial_left:.6f}")
print(f"  squared-term part (hbar^2)   = {trial_square:.6f}")
print(f"  lower bound |q| (hbar^2)     = {trial_bound:.6f}")
print(f"Grid diagonalization, {N_GRID} polar points:")
print("(Lambda^2 and L^2 in hbar^2, j in units of hbar)")
for n, l2, L2, j0, c0, j1, c1, ks in table:
    print(f"n={n:2d}: lowest Lambda^2={abs(l2):.5f} L^2={L2:.5f}")
    print(f"  j={abs(j0):.5f} states={c0} k={ks}")
    print(f"  next j={j1:.5f} states={c1}")
print("finished without a failed check")
```

Output:

```
Natural Heaviside-Lorentz units: all values dimensionless
unless a unit is shown; potentials are at radius 1
fine-structure constant        = 0.00729735
elementary charge e            = 0.302822
smallest nonzero g (n=1)       = 20.74877
smallest nonzero g in SI       = 4.135668e-15 Wb
example n                      = 3
example g                      = 62.24630
example e*g                    = 18.849556
example q = e*g/(4 pi)         = 1.500000
polar angle of loop            = 60.0 deg
A_phi north patch              = 2.85985
A_phi south patch              = -8.57955
loop integral north            = 15.56157
loop integral south            = -46.68472
loop difference                = 62.24630
patch phase / (2 pi)           = 3.000000
n=1.5: patch phase / (2 pi)    = 1.500000
n=1.5: |exp(i phase) - 1|      = 2.000000
field ang. mom. along r (hbar) = -1.500000
Trial function n=3, k=2, factor 1+0.3 cos(theta):
  mean Lambda^2 (hbar^2)       = 1.580178
  squared-term part (hbar^2)   = 0.080178
  lower bound |q| (hbar^2)     = 1.500000
Grid diagonalization, 1200 polar points:
(Lambda^2 and L^2 in hbar^2, j in units of hbar)
n=-2: lowest Lambda^2=1.00000 L^2=2.00000
  j=1.00000 states=3 k=[-2, -1, 0]
  next j=2.00000 states=5
n= 0: lowest Lambda^2=0.00000 L^2=-0.00000
  j=0.00000 states=1 k=[0]
  next j=1.00000 states=3
n= 1: lowest Lambda^2=0.50000 L^2=0.75000
  j=0.50000 states=2 k=[0, 1]
  next j=1.50000 states=4
n= 2: lowest Lambda^2=1.00000 L^2=2.00000
  j=1.00000 states=3 k=[0, 1, 2]
  next j=2.00000 states=5
n= 3: lowest Lambda^2=1.50000 L^2=3.75000
  j=1.50000 states=4 k=[0, 1, 2, 3]
  next j=2.50000 states=6
finished without a failed check
```
